# Cutoff Errors in the Many-Body Expansion of a Molecular Crystal

A cohesive energy assembled from pairs and triples of molecules leaves a practical decision: should the next computing hours go into more distant pairs, more triples, or clusters of four? The total alone cannot answer this, because the three errors can differ in sign and in range. They have to be measured separately. The stakes are visible in the vapour pressure, which depends exponentially on the energy.

## Three molecules in a line

Take spherical, nonpolar molecules. Each carries a fluctuating dipole $\mathbf d_i$ with polarizability $\alpha$ (a volume) and frequency $\omega$. In atomic units the potential energy is

$$V=\sum_i\frac{d_i^2}{2\alpha}+\frac12\sum_{i\ne j}\mathbf d_i\cdot T_{ij}\mathbf d_j,\qquad T_{ij}=\frac{1-3\hat{\mathbf r}\hat{\mathbf r}}{r^3},$$

and the kinetic energy is $\sum_i\dot d_i^2/(2\alpha\omega^2)$. The equation of motion is therefore $\ddot{\mathbf d}=-\omega^2(1+\alpha T)\mathbf d$. If $\lambda$ are the eigenvalues of the whole matrix $T$, the mode frequencies are $\omega\sqrt{1+\alpha\lambda}$. Each mode has zero-point energy of half its frequency, so relative to separated molecules

$$E=\frac{\omega}{2}\sum_\lambda\left[\sqrt{1+\alpha\lambda}-1\right].\tag{1}$$

This requires $1+\alpha\lambda>0$ for every mode. The expansion needed below is

$$\sqrt{1+x}-1=\frac x2-\frac{x^2}{8}+\frac{x^3}{16}-\frac{5x^4}{128}+\dots$$

The linear term sums to zero because $T$ has no diagonal blocks.

**Two molecules.** Let $g=\alpha/r^3$. The tensor $T_{12}$ has the value $-2/r^3$ along the axis and $1/r^3$ in two transverse directions. The in-phase and out-of-phase modes give $\alpha\lambda=\pm2g$ once and $\pm g$ twice. Odd powers cancel, and $\sum(\alpha\lambda)^2=8g^2+4g^2=12g^2$. Hence

$$\Delta E_2\approx-\frac{\omega}{2}\,\frac{12g^2}{8}=-\frac{C_6}{r^6},\qquad C_6=\frac34\omega\alpha^2 .$$

With $\alpha=2.6$ Å$^3$, $\omega=15$ eV and $r=4.172$ Å, $g=0.03581$ and the pair energy is $-0.75\times15\times0.03581^2=-0.01443$ eV.

**Three molecules.** Put a third molecule on the same line at the same spacing. The outer pair is at $2r$, with energy $-0.01443/64=-0.000225$ eV. The three-body energy is what the pairs do not explain:

$$\Delta E_3(123)=E(123)-\Delta E_2(12)-\Delta E_2(23)-\Delta E_2(13).$$

On a line the three directions decouple. In units of $g$, each transverse direction has couplings $1$, $1$ and $1/8$; the axial direction has $-2$ times these. The trace of the cube of such a symmetric $3\times3$ matrix is six times the product of its couplings, here $6/8$. Summing directions gives the weight $2+(-2)^3=-6$, so $\sum(\alpha\lambda)^3=-4.5g^3$ and

$$\Delta E_3^{(3)}=\frac{\omega}{2}\,\frac{-4.5g^3}{16}=-0.000097\ \text{eV}.$$

At fourth order, a closed four-step walk that visits all three molecules goes out and back along two different sides. There are four such walks for each choice of two sides, giving $4(1+1/64+1/64)=4.125$. The directional weight is $2+(-2)^4=18$, so the energy is $-\tfrac{5}{128}\tfrac{\omega}{2}\times74.25\,g^4=-0.000036$ eV.

Now apply a cutoff of 6.5 Å. It drops the outer pair, and it also drops the triple if all three sides must lie within the cutoff. Extending only the pair cutoff to 9 Å recovers $-0.000225$ eV. The missing three-body energy, $-0.000133$ eV to fourth order, is untouched. These are two errors with two different cures.

**Any triangle.** At third order only walks round the triangle survive, so the trace is $6\alpha^3\,\mathrm{Tr}(T_{12}T_{23}T_{31})$. Let $\mathbf u,\mathbf v,\mathbf w$ be unit vectors along successive sides and $c_i$ the cosines of the interior angles. Then $\mathbf u\cdot\mathbf v=-c_2$, and similarly for the others. Multiplying out $(1-3\mathbf u\mathbf u)(1-3\mathbf v\mathbf v)(1-3\mathbf w\mathbf w)$ and taking the trace gives

$$3-9+9(c_1^2+c_2^2+c_3^2)+27c_1c_2c_3=3(1+3c_1c_2c_3),$$

where the last step uses $c_1^2+c_2^2+c_3^2=1-2c_1c_2c_3$, valid because the angles sum to $\pi$. With the factor $\tfrac{\omega}{2}\cdot\tfrac1{16}\cdot6\cdot3=\tfrac{9}{16}\omega$,

$$\Delta E_3^{(3)}=C_9\frac{1+3c_1c_2c_3}{(r_{12}r_{23}r_{31})^3},\qquad C_9=\frac{9}{16}\omega\alpha^3.$$

For the line, $c_1c_2c_3=-1$ reproduces the value above. For an equilateral triangle of side $r$ the bracket is $1+3/8$, and the third-order energy is $+0.00053$ eV; higher orders lower the full three-body energy to $+0.00047$ eV. Thus the sign depends on shape.

## The crystal statement

Let $E$ now be the static energy per molecule of a crystal of equivalent, rigid molecules. The cohesive energy is $-E$. Sharing each cluster equally among its members gives

$$E=\frac12\sum_j\Delta E_2(0j)+\frac13\sum_{j<k}\Delta E_3(0jk)+\dots$$

Keep pairs with $r\le R_2$, and triples whose longest side is at most $R_3$. Each sum then splits into a kept and an omitted set:

$$E=E_2(R_2)+E_3(R_3)+d_2(R_2)+d_3(R_3)+d_{4+}.\tag{2}$$

Here $d_2$ contains only distant pairs, $d_3$ only omitted triples, and $d_{4+}$ everything with four or more bodies. Each $d$ is the energy that must be added. The split depends on the triple rule, which must be stated with the result. It also needs convergent sums. Polar molecules have $r^{-3}$ pair terms whose sum can depend on the order of summation, as it does when the dipoles are aligned, so their electrostatics needs separate treatment.

The example is a face-centred cubic (fcc) crystal with lattice constant 5.9 Å. To the dipole model I add a pairwise attraction $-C_8/r^8$, with $C_8=500$ eV Å$^8$, and a pairwise repulsion $Be^{-\beta r}$, with $\beta=3.8$ Å$^{-1}$. Requiring $dE/da=0$ for the full energy fixes $B=6.94\times10^4$ eV.

**Pair tail.** Beyond a radius $R$, replace the molecules by their mean density $\rho$:

$$d_2\approx-\frac12\int_R^\infty4\pi r^2\rho\left(\frac{C_6}{r^6}+\frac{C_8}{r^8}\right)dr=-2\pi\rho\left(\frac{C_6}{3R^3}+\frac{C_8}{5R^5}\right).$$

Choose $R$ so that the sphere holds the molecules actually counted: $\tfrac{4\pi}{3}\rho R^3=N+1$, with $N$ neighbours and the central molecule. For $R_2=12$ Å, $N=140$ and $\rho=0.01948$ Å$^{-3}$ give $R=12.0$ Å. With $C_6=76.05$ eV Å$^6$ the tail is $-0.00184$ eV; the explicit sum gives $-0.00183$ eV.

## A reference without the expansion

To measure $d_{4+}$, the full energy is needed independently. In the infinite crystal the modes are waves of wavevector $\mathbf k$, so (1) becomes an average over the Brillouin zone,

$$E_{\rm disp}=\frac\omega2\left\langle\sum_{s=1}^3\left[\sqrt{1+\alpha\lambda_s(\mathbf k)}-1\right]\right\rangle_{\mathbf k},$$

where $\lambda_s$ are the eigenvalues of $T(\mathbf k)=\sum_{\mathbf R\ne0}T(\mathbf R)\cos(\mathbf k\cdot\mathbf R)$.

This sum converges slowly. Since $T_{ab}=-\partial_a\partial_b(1/r)$, write $1/r=\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r$. The first part is short-ranged. The second is smooth, with Fourier transform $4\pi e^{-q^2/4\eta^2}/q^2$, and is summed over reciprocal vectors $\mathbf G$. That sum includes $\mathbf R=0$, which must be removed. Near the origin $\mathrm{erf}(\eta r)/r=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\dots)$, so the term to subtract is $4\eta^3\delta_{ab}/(3\sqrt\pi)$. With $\mathbf q=\mathbf k+\mathbf G$ and cell volume $v$,

$$T_{ab}(\mathbf k)=-\sum_{\mathbf R\ne0}\cos(\mathbf k\cdot\mathbf R)\,\partial_a\partial_b\frac{\mathrm{erfc}(\eta R)}{R}+\frac{4\pi}{v}\sum_{\mathbf G}\frac{q_aq_b}{q^2}e^{-q^2/4\eta^2}-\frac{4\eta^3}{3\sqrt\pi}\delta_{ab}.$$

At $\mathbf k\to0$ the limit of the tensor depends on direction, but its eigenvalues do not: they tend to $8\pi/3v$ once and $-4\pi/3v$ twice. The sum over modes is therefore continuous there, and the leading error of an $N\times N\times N$ midpoint grid falls as $N^{-5}$, not as $N^{-3}$. The program combines two grids as $f=f_{2N}+(f_{2N}-f_N)/7$, a formula meant for an $N^{-3}$ error. The divisor suited to $N^{-5}$ is 31; with the grids used, $N=10$ and $20$, the choice changes the dispersion energy by less than $10^{-6}$ eV.

Two checks support this reference. In nearest-neighbour units let $S_n=\sum_{\mathbf R\neq0}R^{-n}$. The zone average of $\mathrm{Tr}\,T^2$ must equal $6S_6$, because each neighbour contributes $(1+1+4)/R^6$; both sides are 86.7235. The second check uses no wavevectors. The central $3\times3$ block of $\tfrac\omega2(\sqrt{1+\alpha T}-1)$ in a finite sphere is the central molecule's share of the energy. Its trace is $-0.098143$ eV for 321 molecules and $-0.098603$ eV for 887. Extrapolated linearly in the missing part of $S_6$, it tends to $-0.098866$ eV. The zone average is $-0.098867$ eV.

## Completing the three-body sum

Direct enumeration of triples stops at 18 Å, but the missing third- and fourth-order parts can be added. A closed three-step walk must visit three different molecules, so the complete third-order energy is $\tfrac{\omega}{2}\tfrac{\alpha^3}{16}\langle\mathrm{Tr}\,T^3\rangle=0.00743$ eV. Extrapolating the enumerated sums in $R^{-3}$ gives 0.00744 eV.

At fourth order, three-body walks from molecule 0 have the form $0b0c$ or $0bcb$. For the first, cubic symmetry makes $\sum_bT_{0b}^2$ equal to $2S_6$ times the unit matrix, so the unrestricted sum is $3(2S_6)^2=12S_6^2$. The terms $b=c$ are pair terms, each with trace $18/R^{12}$, and must be removed. The second form gives the same sum. With $S_6=14.454$ and $S_{12}=12.132$,

$$2(12S_6^2-18S_{12})=4577,\qquad E_3^{(4)}=-\frac{5}{128}\frac\omega2g^4\times4577=-0.00220\ \text{eV}.$$

This cancels 30% of the third-order energy, so the triple-dipole formula alone overestimates the three-body energy of this model. Including the remaining orders from the enumerated triples gives $E_3=0.00524$ eV. Completing the sum from 12 Å instead of 18 Å changes it by less than 0.000015 eV, which indicates the resolution of $d_3$.

## Reading the error budget

The complete pair energy is $-0.08490$ eV, and the full energy is $-0.07942$ eV. The cohesive energy is therefore 0.0794 eV, or 7.66 kJ/mol, and

$$d_{4+}=-0.07942+0.08490-0.00524=0.00024\ \text{eV}.$$

With one common cutoff $R$ for pairs and triples, the omitted energies in eV are:

| $R$ (Å) | $d_2$ | $d_3$ | $d_2+d_3+d_{4+}$ |
|---:|---:|---:|---:|
| 6.5 | −0.01345 | 0.00010 | −0.01311 |
| 9 | −0.00475 | 0.00008 | −0.00443 |
| 12 | −0.00183 | 0.00001 | −0.00158 |
| 16 | −0.00080 | 0.00001 | −0.00055 |

In this model, almost all the visible convergence comes from pairs. As $R$ grows, the total error tends to $+0.00024$ eV, so it must change sign. Neglecting $d_3$ and scaling $d_2$ as $R^{-3}$ puts the crossing near $16(0.00080/0.00024)^{1/3}\approx24$ Å. Agreement there would be a cancellation between distant pairs and four-body terms.

The small $d_3$ also hides a cancellation. Every fourth-order three-body term is negative, because $\mathrm{Tr}(T_{ab}^2T_{ac}^2)\ge0$. Beyond 18 Å these terms still sum to $-0.00004$ eV, and beyond 16 Å to at least that magnitude. The other omitted orders must nearly compensate them.

Four-body terms are not purely local either. Summed to 9 Å they give $-0.00005$ eV, the wrong sign for $d_{4+}$. The partial sum depends strongly on the cutoff: it is $-0.00038$ eV at 6 Å and $+0.000085$ eV at 9.5 Å. Adding their missing fourth-order part, obtained from $\langle\mathrm{Tr}\,T^4\rangle$ less the two- and three-body walks, gives $+0.00021$ eV. That accounts for most of $d_{4+}$.

For a working calculation take $R_2=12$ Å and $R_3=9$ Å. Each molecule then has 140 pairs of 8 kinds and 630 triples of 12 kinds. Oriented molecules would have more kinds. The result is

$$-0.08307+0.00516=-0.07791\ \text{eV},$$

which misses $-0.00151$ eV. Adding the pair tail gives $-0.07976$ eV and leaves $+0.00034$ eV, mainly $d_{4+}$ and $d_3$. The tail formula has cured the largest error without another pair calculation.

At equilibrium the gas has chemical potential $kT\ln p$ plus a function of $T$, and the crystal has $E$ plus its thermal part. With those other parts held fixed, $p\propto e^{E/kT}$. At 80 K, $kT=0.00689$ eV. Including $d_2$ multiplies the predicted pressure by 0.77, $d_3$ by 1.01, and $d_{4+}$ by 1.04.

## The procedure

1. Fix the monomer geometry, the level of theory and the triple rule. Group symmetry-equivalent clusters.
2. Increase $R_2$ until the pair sum plus its tail is stable.
3. Independently increase $R_3$, watching only the three-body sum.
4. Report $d_2$ and $d_3$ separately. Estimate $d_{4+}$ from a polarizable model of the whole crystal; neither cutoff reduces it. Near four-molecule clusters can test that model at short range, but their sum alone can have the wrong sign, as it does here.

## How far this describes methane

The parameters are rough values for solid methane. Its higher-temperature solid phase has fcc molecular centres and disordered orientations, which motivates spheres. The measured sublimation enthalpy is roughly 0.1 eV per molecule; the model's static energy is of that size but is not the same quantity.

Some neglected effects exceed the cutoff errors of the working calculation. Treating each molecule as vibrating in the field of fixed neighbours gives a translational zero-point energy of 0.013 eV, which weakens the binding by 16%. Letting the neighbours move, through the phonons of the pair potential, lowers this to 0.012 eV. Tang–Toennies damping of dispersion at short range, with its range parameter set equal to $\beta$ and the repulsion held fixed, would raise the energy by 0.0012 eV. This is less than the magnitude of the omitted pair energy at 12 Å, but a smaller range parameter damps more strongly and can reverse the comparison.

Exchange between overlapping molecules and induction by their permanent multipoles, both absent from the model's three-body energy, can matter more, depending on orientation. Counterpoise-corrected Hartree–Fock calculations in the 6-31G basis, which omit correlation, give a three-body energy of $-0.0014$ eV for one nearest-neighbour methane trimer. Here each molecule leans a C–H bond towards the middle of the triangle. Inverting all three molecules makes the trimer's three-body energy more than ten times smaller, about $-0.0001$ eV. If all molecules in the crystal were oriented alike, four of the eight nearest-neighbour triangles per molecule would be of the first kind and four of the second. Their sum is $-0.006$ eV, comparable to the model's three-body energy and opposite in sign. This illustrates the size of the effect, not its average over orientations. The output line that multiplies the first value by $24/3$ treats all eight triangles as the first kind, and so overstates the sum. Inverting one molecule of a nearest pair lowers its Hartree–Fock repulsion from 0.020 to 0.010 eV. These values are not converged in the basis: adding diffuse functions (6-31++G) moves the first trimer value to $-0.0016$ eV, the sum over triangles to $-0.007$ eV and the larger pair value to 0.021 eV, without changing any sign or comparison.

For real methane, then, the near pairs and triples need electronic-structure energies with orientations sampled. The model's $E_3$ should not be transferred. Its long-range tails remain useful where overlap is negligible and dipole dispersion dominates. The numerical output below gives further digits.

## Numbers as computed

```
inputs: a 5.9 A, alpha 2.6 A^3, quantum 15.0 eV
inputs: C8 500.0 eV A^8, beta 3.8 1/A, T 80.0 K
inputs: mass 16.04 u, C-H length 1.09 A
nearest distance 4.1719 A, density 0.01948 1/A^3
alpha/r^3 at nearest distance 0.03581
C6 76.050 eV A^6, C9 148.298 eV A^9
repulsion prefactor B 69428.8 eV
lattice sums S6 14.45392, S8 12.80194, S12 12.13188
zone second moment 86.7235, direct 86.7235
full dispersion, zone average -0.098867 eV
sphere of 321 molecules -0.098143 eV
sphere of 887 molecules -0.098603 eV
sphere limit -0.098866 eV
complete pair energy -0.084897 eV
complete three-body energy 0.005240 eV
  third order 0.007430 eV, direct fit 0.007440 eV
  fourth order -0.002204 eV
  fourth order to 18.0 A -0.002167 eV
four and more bodies, d4plus 0.000238 eV
  four-body sum to 9.0 A -0.000046 eV
  four-body, fourth order completed 0.000214 eV
full crystal energy -0.079419 eV
cohesive energy 0.079419 eV = 7.663 kJ/mol
common cutoff (A), neighbours, d2 (eV), d3 (eV), d2+d3+d4plus (eV)
   6.5   18 -0.013451 0.000101 -0.013112
   9.0   54 -0.004754 0.000084 -0.004432
  12.0  140 -0.001828 0.000012 -0.001579
  16.0  320 -0.000797 0.000007 -0.000552
working cutoffs: R2 12.0 A, R3 9.0 A
pairs at one molecule 140, kinds 8
triples at one molecule 630, kinds 12
kept pairs -0.083068 eV
kept triples 0.005156 eV
truncated energy -0.077912 eV
omitted pairs d2 -0.001828 eV, tail formula -0.001844 eV
omitted triples d3 0.000084 eV
energy with pair tail added -0.079756 eV
error left after pair tail 0.000338 eV
kT 0.006894 eV; pressure factors exp(d/kT) when a term is added:
  d2 0.7670, d3 1.0123, d4plus 1.0351
neglected: translational zero-point energy 0.01278 eV
neglected: damping of dispersion 0.001161 eV
neglected: HF three-body, nearest trimer -0.001387 eV
  times 24/3 nearest trimers -0.011093 eV
HF methane pair, same orientation 0.019796 eV
HF methane pair, one molecule inverted 0.009981 eV
```
